# The Airy gas: density derivatives, kinetic energy density and reduced gradient

## Definitions and conventions

Hartree atomic units are used. Non-interacting, spin-unpolarized electrons at zero temperature move in the potential \(v=Fz\), with \(F>0\), and are free in the \(x\) and \(y\) directions. The chemical potential is \(\mu=0\), so the classical edge is at \(z=0\). A hard wall at \(z=-L\) bounds the gas, and \(L\to\infty\) is taken at fixed \(z\). The order matters: near a wall at finite depth the density vanishes, and the results below do not hold there. Away from the wall the limit is reached slowly, because the normal levels remain discrete: the error oscillates with the wall position and falls roughly as the inverse of the depth. For a single wall at \(L\approx40\,l\), with \(l\) the length scale defined next, the density at the edge can still be off by about 6%.

The length scale and scaled coordinate are
\[
l=(2F)^{-1/3},\qquad \zeta=z/l,\qquad F=\frac{1}{2l^3}.
\]
Write \(a=\mathrm{Ai}(\zeta)\), \(b=\mathrm{Ai}'(\zeta)\), \(f=a^2\). A prime on a function of \(\zeta\) means \(d/d\zeta\), so \(a'=b\) and \(b'=\zeta a\). The kinetic energy density is the positive form \(\tau=\frac12\sum|\nabla\psi|^2\) over occupied states, both spins included. The reduced gradient is
\[
s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}} .
\]

The result to be derived is, with
\[
J=b^2-\zeta a^2,\qquad N=\tfrac13\left(2\zeta^2a^2-2\zeta b^2-ab\right)=-\tfrac13(2\zeta J+ab),
\]
\[
n=\frac{N}{2\pi l^3},\quad \frac{dn}{dz}=-\frac{J}{2\pi l^4},\quad \nabla^2n=\frac{a^2}{2\pi l^5},\quad
\tau=\frac{2a^2-3\zeta N}{20\pi l^5},
\]
and that \(s\) increases strictly with \(z\), from the limit 0 deep inside to infinity outside. Neither limit is reached at finite \(z\).

Substituting the first two forms into \(s\), the powers of \(l\) cancel:
\[
s=C\,\frac{J}{N^{4/3}},\qquad C=\frac{(2\pi)^{1/3}}{2(3\pi^2)^{1/3}}=\frac12\left(\frac{2}{3\pi}\right)^{1/3}.
\]
Thus \(s\) depends on \(\zeta\) alone; \(F\) merely stretches the profile.

Two standard asymptotic forms of the Airy function are used. For \(y\to\infty\), with \(\theta=\frac23y^{3/2}+\frac\pi4\),
\[
\mathrm{Ai}(-y)\simeq\frac{\sin\theta}{\sqrt\pi\,y^{1/4}},\qquad \mathrm{Ai}'(-y)\simeq-\frac{y^{1/4}\cos\theta}{\sqrt\pi},
\]
and for \(\zeta\to\infty\), \(\mathrm{Ai}^2\simeq e^{-4\zeta^{3/2}/3}/(4\pi\sqrt\zeta)\), with \(f'/f\simeq-2\sqrt\zeta\).

## First derivation: summing the orbitals

**Normalization.** Let the normal energy be \(E=Fl\,\varepsilon=\varepsilon/(2l^2)\). The equation \(-\frac12\varphi''+Fz\varphi=E\varphi\) becomes \(d^2\varphi/d\zeta^2=(\zeta-\varepsilon)\varphi\), whose decaying solution is \(\mathrm{Ai}(\zeta-\varepsilon)\). The wall requires \(-L/l-\varepsilon_j=a_j\), a zero of Ai. Since
\[
\frac{d}{dt}\left(t\,\mathrm{Ai}^2-\mathrm{Ai}'^2\right)=\mathrm{Ai}^2+2t\,\mathrm{Ai}\,\mathrm{Ai}'-2t\,\mathrm{Ai}\,\mathrm{Ai}'=\mathrm{Ai}^2,
\]
we have \(\int_\zeta^\infty\mathrm{Ai}^2dt=J(\zeta)\), and the norm integral of state \(j\) over \(\zeta\) is \(J(a_j)=\mathrm{Ai}'(a_j)^2\). At a distant zero \(a_j=-y\), \(\cos^2\theta=1\), so this norm is \(\sqrt y/\pi\). Adjacent zeros differ by \(\delta\theta=\sqrt y\,\delta y=\pi\), so the level spacing is \(\delta\varepsilon=\pi/\sqrt y\), the inverse of the norm. As \(L\to\infty\), therefore,
\[
\sum_j\varphi_j^2(z)\,(\cdots)\ \to\ \frac1l\int d\varepsilon\,\mathrm{Ai}^2(\zeta-\varepsilon)\,(\cdots).
\]

**Density.** A normal state with \(\varepsilon=-\eta<0\) carries plane waves up to \(K^2/2=-E\), or \(K^2=\eta/l^2\). With two spins these number \(2\pi K^2/(2\pi)^2=K^2/(2\pi)\) per area. Hence
\[
n=\frac{1}{2\pi l^3}\int_0^\infty\eta\,\mathrm{Ai}^2(\zeta+\eta)\,d\eta .
\]
Put \(t=\zeta+\eta\). The integral is \(m_1-\zeta J\), with \(m_1=\int_\zeta^\infty t\,\mathrm{Ai}^2dt\). Differentiation gives
\[
(ab-\zeta b^2+\zeta^2a^2)'=b^2+\zeta a^2-b^2-2\zeta^2ab+2\zeta a^2+2\zeta^2ab=3\zeta a^2,
\]
so \(m_1=-\frac13(ab-\zeta b^2+\zeta^2a^2)\). Then
\[
m_1-\zeta J=-\tfrac13ab+\tfrac13\zeta b^2-\tfrac13\zeta^2a^2-\zeta b^2+\zeta^2a^2=N .
\]

**Gradient and Laplacian.** From \(N=\int_\zeta^\infty(t-\zeta)f(t)\,dt\), the boundary term vanishes on differentiation, so \(N'=-\int_\zeta^\infty f\,dt=-J\) and \(N''=f=a^2\). Dividing by \(l\) for each \(d/dz\) gives the stated forms. Both \(J\) and \(N\) are positive, being integrals of non-negative functions. The density falls everywhere, while its Laplacian is never negative and vanishes at the zeros of Ai.

**Kinetic energy density.** The parallel energy per area of one normal state is \(2\int_{k<K}\frac{d^2k}{(2\pi)^2}\frac{k^2}{2}=\frac{K^4}{8\pi}\). The normal part is \(\frac12\varphi'^2\) times \(K^2/(2\pi)\). Thus
\[
l^5\tau=\frac{P}{8\pi}+\frac{M}{4\pi},\quad
P=\int_0^\infty\eta^2\mathrm{Ai}^2(\zeta+\eta)\,d\eta,\quad
M=\int_0^\infty\eta\,\mathrm{Ai}'^2(\zeta+\eta)\,d\eta .
\]
Since \((\mathrm{Ai}^2)''=2\mathrm{Ai}'^2+2t\,\mathrm{Ai}^2\), we may replace \(\mathrm{Ai}'^2\) by \(\frac12f''-tf\). Two integrations by parts give \(\int_0^\infty\eta f''(\zeta+\eta)d\eta=f(\zeta)\), and \(t=\zeta+\eta\), so
\[
M=\tfrac12a^2-\zeta N-P .
\]
For \(P\) we need the second moment. Differentiation gives
\[
\begin{aligned}
(\zeta^3a^2-\zeta^2b^2+2\zeta ab-a^2)'={}&3\zeta^2a^2+2\zeta^3ab-2\zeta b^2-2\zeta^3ab\\
&+2ab+2\zeta b^2+2\zeta^2a^2-2ab=5\zeta^2a^2 ,
\end{aligned}
\]
so \(m_2=\int_\zeta^\infty t^2\mathrm{Ai}^2dt=-\frac15(\zeta^3a^2-\zeta^2b^2+2\zeta ab-a^2)\). Collecting coefficients in \(P=m_2-2\zeta m_1+\zeta^2J\),
\[
P=\tfrac15a^2-\tfrac{8}{15}\zeta^3a^2+\tfrac{8}{15}\zeta^2b^2+\tfrac{4}{15}\zeta ab=\tfrac15a^2-\tfrac45\zeta N .
\]
Finally
\[
l^5\tau=\frac{P+2M}{8\pi}=\frac{a^2-2\zeta N-P}{8\pi}=\frac{\frac45a^2-\frac65\zeta N}{8\pi}=\frac{2a^2-3\zeta N}{20\pi}.
\]
Because \(v=\zeta/(2l^2)\), this is the same as
\[
\tau=-\tfrac35\,v\,n+\tfrac15\nabla^2n .
\]

**Monotonicity, right-hand region.** Let \(a_1\approx-2.338\) be the first zero of Ai. For \(\zeta>a_1\),
\[
(\ln f)''=\left(\frac{2b}{a}\right)'=\frac{2(\zeta a^2-b^2)}{a^2}=-\frac{2J}{f}<0 .
\]
So for \(t>\zeta\), \(f'(t)<q f(t)\) with \(q=f'(\zeta)/f(\zeta)\). Integrating over \(t\) gives \(-f<qJ\), or \(f'J+f^2>0\). Since \(J'=-f\), this says
\[
\left(\frac fJ\right)'=\frac{f'J+f^2}{J^2}>0 .
\]
Hence \(f(t)>[f(\zeta)/J(\zeta)]\,J(t)\) for \(t>\zeta\). Integrating again, with \(\int_\zeta^\infty J\,dt=N\), gives \(J^2>fN\), and therefore
\[
\left(\frac JN\right)'=\frac{J^2-fN}{N^2}>0 .
\]
In \(s=C\,(J/N)\,N^{-1/3}\) both factors increase, so \(s\) increases. As \(\zeta\to\infty\), \(J/N\) grows while \(N\to0\), so \(s\to\infty\).

**Monotonicity, left-hand region.** In general
\[
\frac{ds}{d\zeta}=C\left(-\frac{f}{N^{4/3}}+\frac43\frac{J^2}{N^{7/3}}\right)=\frac{C\,D}{3N^{7/3}},\qquad D=4J^2-3Nf .
\]
Insert \(3N=-2\zeta J-ab\), then \(\zeta a^2=b^2-J\):
\[
D=4J^2+2\zeta a^2J+a^3b=2J^2+2b^2J+a^3b .
\]
For \(\zeta=-y<0\), \(J=b^2+ya^2\) obeys both \(J\ge ya^2\) and \(J\ge2\sqrt y\,|ab|\). Their product gives \(2J^2\ge4y^{3/2}|a^3b|\). For \(y\ge0.4\), \(4y^{3/2}>1\), so \(2J^2+a^3b\ge0\) and \(D\ge2b^2J\). This is positive if \(b\ne0\); if \(b=0\), \(D=2J^2>0\). The regions \(\zeta>a_1\) and \(\zeta\le-0.4\) overlap and cover the line.

**Interior limit.** The oscillating forms give \(J\simeq\sqrt y\,(\cos^2\theta+\sin^2\theta)/\pi=\sqrt y/\pi\). Since \(ab\) stays bounded, \(N=\frac13(2yJ-ab)\simeq2y^{3/2}/(3\pi)\). Therefore \(n\simeq y^{3/2}/(3\pi^2l^3)\), the uniform-gas density with local Fermi wavevector \(k_F=\sqrt y/l\), and
\[
s=\frac{|dn/dz|}{2k_Fn}\simeq\frac{\sqrt y/(2\pi^2)}{2\sqrt y\;y^{3/2}/(3\pi^2)}=\frac{3}{4y^{3/2}}\to0 .
\]
Here \(-v=k_F^2/2\), so \(\tau\) approaches the uniform-gas value \(\frac3{10}k_F^2n\).

## Second derivation: shifts, force balance and one differential equation

This route does not need the orbital normalization, and it obtains the required integrals of \(\mathrm{Ai}^2\) by integrating one differential equation.

**The density equation.** For general \(\mu\), the plane-wave count gives
\[
n=\frac1\pi\sum_{E_j<\mu}(\mu-E_j)\varphi_j^2,\qquad
\frac{\partial^2n}{\partial\mu^2}=\frac1\pi\sum_j\delta(\mu-E_j)\varphi_j^2 .
\]
Raising \(\mu\) is equivalent to shifting the linear potential, apart from the position of the wall. With the wall infinitely far away, \(n(z;\mu)=n(z-\mu/F;0)\), so \(\partial^2n/\partial z^2=F^2\,\partial^2n/\partial\mu^2\). At \(\mu=0\) the right-hand side contains the square of the decaying solution at \(\varepsilon=0\), which is proportional to \(\mathrm{Ai}^2(\zeta)\). Thus \(l^3n=cN\), where now \(N\) is defined as the decaying function with \(N''=f\), and \(c\) is unknown.

**Three integrations.** From \(f'=2ab\) and \(f''=2b^2+2\zeta a^2\),
\[
f'''=4\zeta ab+2a^2+4\zeta ab=4\zeta f'+2f .
\]
Integrate from \(\zeta\) to infinity, where all terms vanish. With \(\int_\zeta^\infty f\,dt=-N'\),
\[
-f''=-4\zeta f+2N'\ \Rightarrow\ N'=\tfrac12(4\zeta f-f'')=\zeta a^2-b^2=-J .
\]
Integrate \(f''=4\zeta N''-2N'\) in the same way:
\[
-f'=-4\zeta N'+4N+2N\ \Rightarrow\ N=\tfrac16(4\zeta N'-f')=-\tfrac13(2\zeta J+ab).
\]
Integrate \(f'=4\zeta N'-6N\) once more, with \(Q=\int_\zeta^\infty N\,dt\):
\[
-f=-4\zeta N-4Q-6Q\ \Rightarrow\ Q=\tfrac1{10}(f-4\zeta N).
\]

**The amplitude.** Deep inside, the density is required to approach that of a uniform gas with \(k_F=\sqrt y/l\), so \(l^3n\to y^{3/2}/(3\pi^2)\). The oscillating Airy forms give \(N\simeq2y^{3/2}/(3\pi)\). Hence \(c=1/(2\pi)\), and the density, gradient and Laplacian follow.

**The stresses.** Define \(\Pi_x=\sum k_x^2|\psi|^2\). Half of \(\sum k^2\) for one normal state is \(K^4/(8\pi)=(\mu-E)^2/(2\pi)\), so \(\partial\Pi_x/\partial\mu=n\). Integrating from \(\mu=-\infty\) and using the shift property,
\[
\Pi_x=\int_{-\infty}^0n(z-\mu/F;0)\,d\mu=F\int_z^\infty n\,dz' .
\]
For the normal direction, let \(\Pi_z=\sum|\partial_z\psi|^2-\frac14\partial_z^2n\). Each normal orbital contributes \(\varphi'^2-\frac14(\varphi^2)''=\frac12(\varphi'^2-\varphi\varphi'')\), where primes here mean \(d/dz\). Its derivative is \(\frac12(\varphi'\varphi''-\varphi\varphi''')\). Differentiating \(\varphi''=2(v-E)\varphi\) gives \(\varphi\varphi'''=2F\varphi^2+\varphi'\varphi''\), so the derivative is \(-F\varphi^2\). Summed over occupied states, \(d\Pi_z/dz=-Fn\): the stress balances the force. Since \(\Pi_z\) vanishes outside, \(\Pi_z=F\int_z^\infty n\,dz'\) too.

The stress so defined is isotropic throughout the edge. Call it \(p\). Then
\[
\tau=\tfrac12\left(\Pi_x+\Pi_y+\Pi_z+\tfrac14\nabla^2n\right)=\tfrac32p+\tfrac18\nabla^2n,\qquad
p=\frac{1}{2l^3}\,\frac{l\,Q}{2\pi l^3}=\frac{Q}{4\pi l^5}.
\]
Inserting \(Q\),
\[
l^5\tau=\frac{3(f-4\zeta N)}{80\pi}+\frac{f}{16\pi}=\frac{8f-12\zeta N}{80\pi}=\frac{2a^2-3\zeta N}{20\pi}.
\]

**Monotonicity by a crossing argument.** As before, the sign of \(ds/d\zeta\) is that of \(D=4J^2-3Nf=2J^2+2b^2J+a^3b\). Suppose \(D=0\) somewhere. There \(a\ne0\), since \(a=0\) gives \(D=4J^2>0\). Set \(g=J/a^2>0\) and \(R=-b/a\). Dividing \(D=0\) by \(a^4\) gives
\[
2g^2+2R^2g-R=0 ,
\]
so \(R>0\) and \(2Rg=1-2g^2/R\). Differentiating \(D\), with \(J'=-f\) and \(N'=-J\), gives \(D'=-5Jf-3Nf'\). At the zero, \(3N=4J^2/f\) and \(f'=-2Ra^2\), hence
\[
\frac{D'}{a^4}=-5g+8Rg^2=-5g+4g\left(1-\frac{2g^2}{R}\right)=-g-\frac{8g^3}{R}<0 .
\]
Every zero of \(D\) would be a downward crossing, so \(D\) would remain negative to its right.

It does not. In the tail \(f'/f\simeq-2\sqrt\zeta\), and comparing derivatives (l'Hôpital's rule) gives \(J\simeq f/(2\sqrt\zeta)\), then \(N\simeq f/(4\zeta)\). Thus \(Nf/J^2\to1\) and \(D/J^2\to1\). No zero can exist, and \(D\), positive in the tail, is positive everywhere. The interior limit of \(s\) follows from \(J\) and \(N\) as before.

**Exterior forms.** The same tail estimates give
\[
s\simeq C\,2\sqrt\zeta\left(16\pi\zeta^{3/2}e^{4\zeta^{3/2}/3}\right)^{1/3}=\left(\tfrac{32}{3}\right)^{1/3}\zeta\,e^{4\zeta^{3/2}/9}\to\infty .
\]
They also give \(l^5\tau\simeq(2f-\frac34f)/(20\pi)=f/(16\pi)\). The von Weizsäcker form \(|\nabla n|^2/(8n)=J^2/(16\pi Nl^5)\) has the same limit, so the two agree far outside.

## An edge with \(F=0.1\) hartree/bohr

Here \(l^3=1/(2F)=5\) bohr³ and \(l=1.710\) bohr. At the edge \(a=0.35503\) and \(b=-0.25882\), so \(J=b^2=0.06699\) and \(N=-ab/3=0.03063\). The density is
\[
n(0)=\frac{0.03063}{2\pi\times5}=9.75\times10^{-4}\ \text{bohr}^{-3},
\]
or \(6.58\times10^{-3}\) Å⁻³, and \(s(0)=C\times0.06699/0.03063^{4/3}=2.085\). Since \(v=0\) at the edge, \(\tau=\frac15\nabla^2n=\frac15(1.372\times10^{-3})=2.744\times10^{-4}\) hartree/bohr³. Evaluating the closed forms elsewhere gives, in atomic units:

| \(\zeta\) | \(-dn/dz\) | \(\nabla^2n\) | \(\tau\) | \(s\) |
|---|---|---|---|---|
| −4 | 1.200e−2 | 5.375e−5 | 2.223e−2 | 0.0947 |
| −2 | 9.041e−3 | 5.630e−4 | 4.036e−3 | 0.2858 |
| 0 | 1.247e−3 | 1.372e−3 | 2.744e−4 | 2.085 |
| 2 | 7.059e−6 | 1.328e−5 | 1.921e−6 | 20.84 |
| 4 | 3.991e−9 | 9.857e−9 | 1.324e−9 | 351.0 |

The Laplacian rises and falls because it follows \(\mathrm{Ai}^2\); \(s\) rises throughout. The ratio of \(\tau\) to the uniform-gas value at the local density, \(\frac3{10}(3\pi^2)^{2/3}n^{5/3}\), is 1.004 at \(\zeta=-6\) and 9.97 at the edge. Its ratio to the von Weizsäcker value is 1.38 at the edge and 1.05 at \(\zeta=4\).

Monotonicity makes \(s\) a label for position. Any local combination in which the powers of \(l\) cancel, such as the two ratios above, depends on \(\zeta\) alone, and can therefore be written as a function of \(s\). The leading exterior form can be inverted: with \(w=\frac23\zeta^{3/2}\) it reads \(s^{3/2}=2\sqrt6\,we^w\), so
\[
\zeta\simeq\left[\tfrac32W\!\left(\frac{s^{3/2}}{2\sqrt6}\right)\right]^{2/3},
\]
where \(W\) is the Lambert function. At \(s=100\) this gives 3.272, whereas bracketed root finding on the full \(s(\zeta)\) gives 3.156. At \(s=1\) the values are 0.405 and −0.730: the approximate inverse is positive for every \(s>0\) and cannot describe the interior.

## What each derivation assumes

Both derivations assume independent electrons, a strictly linear potential, zero temperature, free parallel motion and a wall removed to infinity. If the potential bends within a few \(l\) of the edge, the closed forms no longer follow.

They differ in how they use the distant wall. The first counts the levels it creates and so obtains the amplitude of the density; the uniform-gas interior is then a consequence. The second uses the wall's remoteness to equate a change of \(\mu\) with a shift in space, and takes the uniform-gas interior as an input that fixes \(c\). It cannot serve as an independent proof of that limit.

For \(\tau\), the first needs moments of Airy functions. The second uses two stress relations to reduce \(\tau\) to \(\nabla^2n\) and the single integral \(Q\). This \(Q\) is half the moment \(P\), since \(P'=-2N\) and both vanish at infinity, but it is now obtained from the differential equation, and \(M\) is not needed. The normal relation, \(d\Pi_z/dz=-n\,dv/dz\), survives for a general \(v(z)\), because the orbital identity uses only the local slope. The expression for \(\Pi_x\) relies on the shift property, so the isotropy of the stress was established here only for the linear potential.

For the monotonic rise of \(s\), the first proof joins two overlapping regions and needs no exterior asymptotic formula. The second treats the whole line at once, but needs the sign of \(D\) in the far tail to exclude a crossing.

Numbers in the example were calculated in double precision.
